# One V-cycle as a preconditioner for LOBPCG on an oscillator grid

## Problem

In Rydberg atomic units ($\hbar=1$, $2m=1$) the two-dimensional oscillator is
$$H=-\nabla^2+U,\qquad U=\tfrac14\omega^2(x^2+y^2),$$
with levels $\omega(n_x+n_y+1)$. Put it on a periodic cell of side $2L$ with $N\times N$ points and spacing $h=2L/N$, and let $A$ be the five-point matrix of $H$. The cell is fixed and so large that its edge does not matter for the lowest states.

LOBPCG improves a unit vector $\psi$ with Rayleigh quotient $\rho=\psi^TA\psi$ as follows. It forms the residual $r=A\psi-\rho\psi$ and the preconditioned residual $w=Br$, then minimizes the Rayleigh quotient over the span of $\psi$, $w$ and the previous search direction. Let $B$ be one multigrid V-cycle with a damped Jacobi sweep before and after each coarse correction. How does the number of steps depend on $h$, for $N$ from 32 to 512?

## A tempting solution

One V-cycle applied to $Ae=r$ leaves the error $(1-BA)e$. Suppose its energy norm is at most $\delta$ times the old one, with $\delta$ independent of $h$. The residual $r$ measures the error of $\psi$, so subtracting $Br$ removes all but a fraction $\delta$ of that error. The eigenvalue error is quadratic in the vector error, hence it falls by $\delta^2$ per step, whatever the spectrum.

On the 32-point grid $\delta=1-0.4695=0.53$, so $\delta^2=0.28$. Reducing the eigenvalue error from 0.6 to $10^{-10}$ Ry should then take at most about 18 steps. The run takes 8, which seems to confirm the argument.

## Where it fails

Take the best preconditioner, $B=A^{-1}$. Then $\delta=0$, and the argument promises the eigenvector in one step. But
$$\psi-A^{-1}r=\psi-A^{-1}(A\psi-\rho\psi)=\rho A^{-1}\psi ,$$
which is one step of inverse iteration. Optimization does not rescue the claim. If $\psi$ has components on three eigenvectors with different eigenvalues, a combination $a\psi+bA^{-1}\psi$ is the first eigenvector only if $a+b/\lambda_2=0$ and $a+b/\lambda_3=0$, which forces $a=b=0$.

The fault is the sentence "the residual measures the error". For a linear system $A^{-1}r$ is the error. For an eigenproblem $r$ contains the current $\rho$, and $A^{-1}r$ is not the distance to the eigenvector. The rate must involve the gap $\lambda_2-\lambda_1$. The independence of $\delta$ from $h$ was also assumed, not shown. Both gaps are closed below.

## The V-cycle has an $h$-independent quality

**Error recursion.** Write $(u,v)_A=u^TAv$ and $\|u\|_A^2=(u,u)_A$. Let $D$ be the diagonal of $A$, $\theta=\frac12$ the damping, and $S=1-\theta D^{-1}A$ the factor by which a Jacobi sweep multiplies the error. With bilinear interpolation $P$, restriction $P^T$ and coarse matrix $A_c=P^TAP$, one cycle multiplies the error by
$$E=1-BA=S\,(1-PB_cP^TA)\,S .$$
The matrix $Q=PA_c^{-1}P^TA$ is the $A$-orthogonal projector on the coarse space. Put $v=Su$ and $a=A_c^{-1}P^TAv$, so that $Qv=Pa$. Since $B_cA_c=1-E_c$,
$$(1-PB_cP^TA)v=(1-Q)v+PE_ca .$$
$S$ is self-adjoint in $(\cdot,\cdot)_A$, and $v^TAP=(A_ca)^T$, so
$$(u,Eu)_A=\|(1-Q)v\|_A^2+(a,E_ca)_{A_c}.\tag{1}$$
On the coarsest grid, 8 points per side, the solve is direct and $E_c=0$. By induction $E\ge0$ on every level, and $B=(1-E)A^{-1}$ is symmetric.

Suppose that on every level
$$\|(1-Q)Su\|_A^2\le K\left(\|u\|_A^2-\|Su\|_A^2\right),\tag{2}$$
and that $E_c\le\delta$. As $\|a\|_{A_c}=\|Qv\|_A$, (1) gives
$$(u,Eu)_A\le(1-\delta)\|(1-Q)v\|_A^2+\delta\|v\|_A^2\le(1-\delta)K(\|u\|_A^2-\|v\|_A^2)+\delta\|v\|_A^2 .$$
For $\delta=K/(1+K)$ we have $(1-\delta)K=\delta$, and the right side is $\delta\|u\|_A^2$. The bound passes to the next level unchanged, so
$$c\le\lambda(BA)\le1,\qquad c\ge\frac1{1+K}.\tag{3}$$

**Jacobi is stable on all levels.** Let level $l$ have spacing $h_l=mh$. Its matrix is
$$A_l=(T_l+U_l)\otimes M_l+M_l\otimes(T_l+U_l),$$
where $T_l$, $U_l$, $M_l$ are the one-dimensional kinetic, potential and overlap matrices of hat functions sampled on the fine grid. Summing products of hats gives $M_l$ the diagonal $m_0=(2m^2+1)/3m$ and neighbour element $m_1=(m^2-1)/6m$. Its eigenvalues lie between $m_0-2m_1\ge\frac12m_0$ and $m_0+2m_1\le\frac32m_0$. $T_l$ has the stencil $(-1,2,-1)/(mh^2)$.

For a plane wave with cosines $X,Y$ and $\alpha=2m_1/m_0\le\frac12$, the kinetic part divided by its diagonal is
$$\tfrac12\left[(1-X)(1+\alpha Y)+(1+\alpha X)(1-Y)\right].$$
This is linear in $X$ and in $Y$, so its maximum is at a corner: $0$, $1+\alpha$ or $2(1-\alpha)$, all at most 2. For the potential, at most two hats are nonzero at a fine point, and $(a+b)^2\le2(a^2+b^2)$ gives $U_l\le2\,\mathrm{diag}\,U_l$. With the factor $\frac32$ from $M_l$, the potential part is at most 3 times its diagonal. Hence $\lambda(D^{-1}A_l)\le3$.

**From approximation to $K$.** Suppose
$$\|(1-Q)v\|_A^2\le C\,v^TAD^{-1}Av .\tag{4}$$
Set $v=Su$ and expand $u$ in eigenvectors of $D^{-1}A$ with eigenvalues $g$. Inequality (2) holds if $Cg(1-\theta g)^2\le K\theta g(2-\theta g)$ for each $g$. With $s=\theta g\le\frac32$ this asks for
$$K\ge\frac C\theta\,\frac{(1-s)^2}{2-s}.$$
In $t=2-s$ the fraction is $t-2+1/t$, which is convex, so its maximum is at an end of $\frac12\le t\le2$. Both ends give $\frac12$. Thus $K=C/(2\theta)=C$ suffices.

**The constant $C$.** Let $H=2h_l$ be the coarse spacing, $I$ interpolation from the coarse points, $\partial$ a difference quotient and $\|\cdot\|$ the Euclidean norm on the fine grid. In one dimension $g=f-If$ vanishes at coarse points. Cauchy–Schwarz on each coarse interval gives $\|g\|\le H\|\partial g\|$. As $\partial If$ is the interval mean of $\partial f$, both $\|\partial g\|$ and $\|\partial If\|$ are at most $\|\partial f\|$. Summation by parts gives $\|\partial g\|^2\le\|g\|\|\partial^2f\|$, hence $\|\partial g\|\le H\|\partial^2f\|$ and $\|g\|\le H^2\|\partial^2f\|$.

In two dimensions
$$z-Iz=(1-I_x)z+I_x(1-I_y)z .$$
Let $a,b,d$ be the norms of $\partial_x^2z$, $\partial_x\partial_yz$, $\partial_y^2z$. Periodic summation by parts gives $a^2+2b^2+d^2=\|\Delta z\|^2$. The one-dimensional estimates yield $\|\partial_x(z-Iz)\|\le H(a+b)$, and likewise $H(b+d)$ for $y$. They also yield $\|z-Iz\|\le H^2(a+b+d)$, because $\|I_xf\|\le\|f\|+H\|\partial_xf\|$. Therefore
$$\|\nabla(z-Iz)\|^2\le2H^2\|\Delta z\|^2,\qquad\|z-Iz\|^2\le\tfrac52H^4\|\Delta z\|^2 .$$

Now let $v$ belong to level $l$, $e=v-Qv$ and $Az=e$, with $A$ the finest matrix. Since $e$ is $A$-orthogonal to the coarse space,
$$\|e\|^2=(e,z-Iz)_A\le\|e\|_A\|z-Iz\|_A .$$
With $\hat U=\omega^2L^2/2$ the largest potential, $\Delta z=Uz-Az$ gives $\|\Delta z\|\le(1+\hat U/\lambda_1)\|e\|$. Hence
$$\|e\|^2\le H^2\left(2+\tfrac52\hat UH^2\right)\left(1+\hat U/\lambda_1\right)^2\|e\|_A^2 .$$
Denote coefficient vectors on level $l$ by hats. The diagonal obeys $D\le(6/h_l^2+\hat U)m_0^2$, and $\|e\|^2=\hat e^T(M_l\otimes M_l)\hat e\ge\frac14m_0^2|\hat e|^2$, so $\hat e^TD\hat e\le4(6/h_l^2+\hat U)\|e\|^2$. Finally
$$\|e\|_A^2=\hat e^TA_l\hat v\le(\hat e^TD\hat e)^{1/2}(\hat v^TA_lD^{-1}A_l\hat v)^{1/2},$$
and (4) follows with
$$C\le4(24+\hat UH^2)\left(2+\tfrac52\hat UH^2\right)\left(1+\hat U/\lambda_1\right)^2 .$$
Here $H\le2L/8$, and $\lambda_1$ tends to a positive limit as $h\to0$. So $C$, and with it $c$, is bounded independently of $h$.

## The eigenvalue step

By (3), $A^{1/2}BA^{1/2}$ has eigenvalues in $[c,1]$. Therefore
$$c\,r^TA^{-1}r\le r^TBr\le r^TA^{-1}r,\qquad w^TAw\le r^TBr .$$
Consider the trial vector $\psi'=\psi-w$. Since $\psi^T(A-\rho)\psi=0$,
$$\psi'^T(A-\rho)\psi'=-2r^TBr+w^T(A-\rho)w\le-r^TBr .$$
If $r\ne0$ then $\psi'\ne0$, because $w=\psi$ would give $r^TBr=r^T\psi=0$. Dividing by the norm,
$$\rho'\le\rho-\frac{r^TBr}{\|\psi-w\|^2}.\tag{5}$$
LOBPCG minimizes over a space that contains $\psi-w$, so its new value is no higher.

**Numerator.** Let $\psi$ have coefficients $c_i$ on the eigenvectors, and let $\lambda_1<\rho<\lambda_2$. For $i\ge2$, $(\lambda_i-\rho)/\lambda_i\ge(\lambda_2-\rho)/\lambda_2$. The definition of $\rho$ gives $\sum_{i\ge2}(\lambda_i-\rho)c_i^2=(\rho-\lambda_1)c_1^2$. Hence
$$r^TA^{-1}r=\sum_i\frac{(\lambda_i-\rho)^2}{\lambda_i}c_i^2\ge c_1^2(\rho-\lambda_1)\left[\frac{\lambda_2-\rho}{\lambda_2}+\frac{\rho-\lambda_1}{\lambda_1}\right].$$
The bracket equals $\rho(\lambda_2-\lambda_1)/(\lambda_1\lambda_2)$. From $\rho\ge\lambda_1c_1^2+\lambda_2(1-c_1^2)$ follows $c_1^2\ge(\lambda_2-\rho)/(\lambda_2-\lambda_1)$. Together,
$$r^TA^{-1}r\ge(\rho-\lambda_1)\frac{\rho(\lambda_2-\rho)}{\lambda_1\lambda_2}.\tag{6}$$

**Denominator.** Using $\psi^TA^{-1}\psi\le1/\lambda_1$,
$$\|w\|^2\le\frac{w^TAw}{\lambda_1}\le\frac{r^TA^{-1}r}{\lambda_1}=\frac{\rho(\rho\,\psi^TA^{-1}\psi-1)}{\lambda_1}\le\frac{\rho(\rho-\lambda_1)}{\lambda_1^2}\equiv\sigma^2 ,$$
so $\|\psi-w\|\le1+\sigma$. Inserting both in (5),
$$\rho'-\lambda_1\le q\,(\rho-\lambda_1),\qquad q=1-\frac{c\,\rho(\lambda_2-\rho)}{\lambda_1\lambda_2(1+\sigma)^2}.\tag{7}$$
Near convergence $q\to1-c(1-\lambda_1/\lambda_2)$. The gap now appears: for $c=1$ the limit is $\lambda_1/\lambda_2$, not zero, and $q\to1$ when the gap closes.

**Step count.** Let the start have $\rho_0<\lambda_2$. For all later $\rho\le\rho_0$,
$$q\le\bar q=1-\frac{c(\lambda_2-\rho_0)}{\lambda_2(1+\sigma_0)^2}.$$
Stop when $r^TBr\le\tau$. Because $\rho'\ge\lambda_1$, (5) gives $r^TBr\le(1+\sigma_0)^2(\rho-\lambda_1)$, so the number of steps is at most
$$1+\frac{\ln\left[(1+\sigma_0)^2(\rho_0-\lambda_1)/\tau\right]}{\ln(1/\bar q)} .$$
This bound does not grow as $h\to0$ if $\rho_0$ stays below $\lambda_2$ by a fixed margin. It is proved for the lowest state. At the stop, (6) turns the measured quantity into an error bound:
$$\rho-\lambda_1\le\frac{r^TBr}{c}\,\frac{\lambda_1\lambda_2}{\rho(\lambda_2-\rho)}.\tag{8}$$

## Worked example

Take the round model values $\omega=1$ Ry, $L=8$ bohr and $\tau=10^{-10}$ Ry.

The start needs care. If $\psi$ is a combination of a few low eigenvectors, $A\psi$ stays in their span, and in exact arithmetic even LOBPCG without a preconditioner never meets the grid-scale eigenvalues. Such a start would therefore say little about $B$. Each start here is a displaced Gaussian plus white grid noise carrying 0.3 Ry. For the single state the displacement is $(1,\frac12)$ bohr, which adds $\omega^2(1+\frac14)/4=0.3125$ Ry to the ground energy. The expected quotient is about $1+0.3125+0.3=1.61$ Ry. The values found run from 1.590 to 1.612 Ry, all below $\lambda_2\approx2$ Ry.

| $N$ | one state | three states | white noise | no V-cycle |
|---|---|---|---|---|
| 32 | 8 | 10 | 10 | 40 |
| 64 | 8 | 10 | 9 | 67 |
| 128 | 8 | 9 | 11 | 122 |
| 256 | 8 | 9 | 10 | not run |
| 512 | 8 | 9 | 9 | not run |

With the V-cycle the single-state count is 8 on every grid, while the number of unknowns grows by a factor 256. Without it, from the same start and with the same stopping rule, the count grows by 1.68 and then 1.82 per halving of $h$.

The white-noise column starts from pure noise, with quotients from 27 to 4105 Ry. These lie far above $\lambda_2$, so the proof does not cover them. The counts nevertheless stay between 9 and 11; this is an observation on one random vector per grid. The three-state counts, too, are numerical evidence beyond the proof.

**Quality of the cycle.** For $N=32$ dense diagonalization puts the eigenvalues of $BA$ between 0.4695 and 1.0000. The larger $K$ of the two smoothed levels is 1.1822, so (3) guarantees $1/2.1822=0.458$, close to the actual value. An 18-step Lanczos estimate, which approaches the smallest eigenvalue from above and is still 0.003 too high at $N=32$, gives 0.473, 0.453, 0.445, 0.442 and 0.441 from the coarsest to the finest grid. The decrease of these estimates flattens, but their bias differs from grid to grid and their third digit is not converged. Being upper estimates, they cannot establish a positive lower bound; that comes from (3) and the bound on $C$. On the three levels examined, the explicit bound on $C$ is $2\times10^7$ to $2\times10^8$, against computed values below 2. It establishes independence of $h$ and says nothing useful about size.

**Speed.** On the 32-point grid $\lambda_1=0.99212$ and $\lambda_2=1.97625$ Ry. Near convergence
$$q\to1-0.4695\left(1-\frac{0.99212}{1.97625}\right)=0.766 .$$
At the start (7) gives 0.963. The measured mean factor is
$$\left(\frac{1.0\times10^{-10}}{1.5899-0.9921}\right)^{1/8}=0.060 .$$
The bound is far from sharp. It is not sharp even for the single vector $\psi-w$: for $B=A^{-1}$ that vector is inverse iteration, which multiplies the ratio $c_2/c_1$ by $\lambda_1/\lambda_2$ and hence the eigenvalue error by $(\lambda_1/\lambda_2)^2$ near convergence, while (7) gives only $\lambda_1/\lambda_2$. It also uses the worst-case $c$ and ignores that LOBPCG optimizes the step and keeps the previous direction. How much each of these contributes was not measured. With $\bar q=0.977$ the guaranteed count is about 1000, not 8. Inequalities (7) and (8) were tested along this run and hold; at the stop (8) gives $2.5\times10^{-10}$ Ry for an actual error of $1.0\times10^{-10}$ Ry.

**Solver error and grid error.** These errors are absolute differences from the eigenvalue of the matrix, obtained separately from sums of one-dimensional levels. The matrix itself differs from $H$. The difference quotient replaces $p^2$ by $p^2-h^2p^4/12$ to leading order. In the ground state each momentum component is Gaussian with $\langle p^2\rangle=\omega/4$, so $\langle p^4\rangle=3\omega^2/16$, and the two directions give
$$\lambda_1-\omega\simeq-\frac{h^2}{12}\cdot2\cdot\frac{3\omega^2}{16}=-\frac{\omega^2h^2}{32}.$$
The computed coefficient at $N=512$ is 0.03125 Ry/bohr², as predicted. The ground energy there is 0.999969 Ry, or 13.6053 eV, with a grid error of $-3.1\times10^{-5}$ Ry. The solver error is about $10^{-11}$ Ry, far below the grid error, so for the physical energy the iteration could stop earlier.

## Conditions

The eigenvalue step needs $A$ positive definite. The multigrid estimates, as derived here, assume more: a potential that is a sum of an $x$ part and a $y$ part, each nonnegative at every grid point, as used in $U_l\le2\,\mathrm{diag}\,U_l$ and in the bounds by $\hat U$. These conditions are sufficient for the proof; they are not shown to be necessary for the method to work. A separable potential with negative values can be brought under the proof by shifting each part upward until it is nonnegative, but the shift changes $\lambda_1/\lambda_2$ and $\hat U$ and hence the bound. No shift makes a potential separable. The independence of $h$ also needs the shift and $\hat U$ to stay bounded as $h\to0$, which excludes a Coulomb singularity sampled on the grid. The bound on $C$ also depends on $\hat UH^2$: enlarging the cell while keeping 8 coarsest points per side raises both factors that contain it. The proved bound is therefore independent of $h$ but not of $L$; this does not imply that the actual step count grows with $L$. Finally, a start whose quotient approaches $\lambda_2$ makes $\bar q\to1$, and the guarantee is lost even if the iteration still converges. The full set of values is in the numerical output.

## Computed values

```
omega = 1.0 Ry, half cell L = 8.0 bohr, damping = 0.5, coarsest = 8 points per side
stop at r^T B r <= 1e-10 Ry; noise energy in start = 0.3 Ry
interpolation constants: gradient 0.1067 (bound 2), norm 0.0129 (bound 2.5)
N=32, level 32: max eig inv(D)A = 1.9399, C = 1.8908, K = 1.1822, a priori bound on C = 2.0e+07
N=32, level 16: max eig inv(D)A = 1.4227, C = 1.5885, K = 0.8852, a priori bound on C = 2.2e+08
N=128, level 32: max eig inv(D)A = 1.4178, C = 1.4626, K = 0.7641, a priori bound on C = 2.0e+07
N=32: relative asymmetry of B = 1.7e-16
N=32: eigenvalues of BA from 0.4695 to 1.0000; guaranteed lower bound 1/(1+K) = 0.4582
N=32: h = 0.50000 bohr, start rho = 1.5899 Ry, white-noise rho = 27.0 Ry
  steps: one state 8, three states 10, white-noise start 10, no V-cycle 40
  c (Lanczos) = 0.4728; Ritz values (Ry) = 0.99212498, 1.97624522, 1.97624522
  ground-state solver error = 1.0e-10 Ry, grid error = -7.875e-03 Ry
  error factor per step: mean 0.0600, bound at start 0.9626, bound near convergence 0.7662
  final error bound from r^T B r = 2.5e-10 Ry
N=64: h = 0.25000 bohr, start rho = 1.6036 Ry, white-noise rho = 75.2 Ry
  steps: one state 8, three states 10, white-noise start 9, no V-cycle 67
  c (Lanczos) = 0.4529; Ritz values (Ry) = 0.99804304, 1.99412137, 1.99412137
  ground-state solver error = 3.1e-11 Ry, grid error = -1.957e-03 Ry
N=128: h = 0.12500 bohr, start rho = 1.6100 Ry, white-noise rho = 268.2 Ry
  steps: one state 8, three states 9, white-noise start 11, no V-cycle 122
  c (Lanczos) = 0.4446; Ritz values (Ry) = 0.99951148, 1.99853396, 1.99853396
  ground-state solver error = 1.7e-11 Ry, grid error = -4.885e-04 Ry
N=256: h = 0.06250 bohr, start rho = 1.6120 Ry, white-noise rho = 1032.8 Ry
  steps: one state 8, three states 9, white-noise start 10, no V-cycle not run
  c (Lanczos) = 0.4419; Ritz values (Ry) = 0.99987791, 1.99963371, 1.99963371
  ground-state solver error = 1.4e-11 Ry, grid error = -1.221e-04 Ry
N=512: h = 0.03125 bohr, start rho = 1.6123 Ry, white-noise rho = 4104.9 Ry
  steps: one state 8, three states 9, white-noise start 9, no V-cycle not run
  c (Lanczos) = 0.4407; Ritz values (Ry) = 0.99996948, 1.99990844, 1.99990844
  ground-state solver error = 9.2e-12 Ry, grid error = -3.052e-05 Ry
no V-cycle: growth of steps 32->64 = 1.68, 64->128 = 1.82
grid error coefficient (omega-lambda1)/h^2 = 0.031251, predicted 0.031250 Ry/bohr^2
ground state at N=512: 0.99996948 Ry = 13.605278 eV
```
